# Diffusion-limited time to fill a suppressor monolayer on copper

A dilute polymer suppressor in still liquid fills a monolayer on flat copper in the time

$$t_{\rm fill}=\frac{\pi\,\Gamma_m^2}{4Dc_0^2}, \qquad (1)$$

if every molecule that reaches the surface is captured and none leaves. Here $c_0$ is the number of polymer molecules per volume far from the surface, $D$ is their diffusivity, and $\Gamma_m$ is the number per area in the full layer. For 10 µmol/L, $D=10^{-6}$ cm²/s and one molecule per 10 nm², the time is about 2.2 s.

The monolayer is a layer of polymer molecules on copper. It is not a layer of copper atoms, and it does not hold one polymer per copper atom. Equation (1) contains no quantum constant and keeps its form in any consistent units, atomic units included.

## The estimate on the back of an envelope

The full layer holds as many molecules per area as a slab of fresh liquid of thickness

$$L=\frac{\Gamma_m}{c_0}. \qquad (2)$$

The surface must draw its supply from at least this depth. Diffusion over a distance $L$ takes a time of order $L^2/D$.

A crude profile gives the same answer with a definite coefficient. Let the concentration rise linearly from zero at the copper to $c_0$ at a distance $d(t)$. The flux to the surface is $Dc_0/d$. The liquid has lost the triangular area $c_0d/2$, so conservation of molecules requires

$$\frac{Dc_0}{d}=\frac{c_0}{2}\frac{{\rm d}d}{{\rm d}t}
\quad\Rightarrow\quad \frac{{\rm d}(d^2)}{{\rm d}t}=4D
\quad\Rightarrow\quad d=2\sqrt{Dt}.$$

The captured amount is $c_0d/2=c_0\sqrt{Dt}$. Setting it equal to $\Gamma_m$ gives $t=L^2/D$.

## The controlled derivation

Let $x$ be the distance from the copper into the liquid. The liquid is at rest, initially uniform, and deep compared with the depleted region. The polymer obeys

$$\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad c(x,0)=c_0,\qquad c(\infty,t)=c_0.$$

Immediate capture keeps the liquid at the surface empty until the layer is full, so $c(0,t)=0$. The adsorbed amount $\Gamma$ starts at zero and grows by the flux toward the copper,

$$\frac{{\rm d}\Gamma}{{\rm d}t}=J(t)=D\left.\frac{\partial c}{\partial x}\right|_{x=0}.$$

The sign is positive because the concentration rises away from the surface, which drives molecules toward it.

The problem has no length of its own before the layer fills, so $x$ can enter only through $\eta=x/(2\sqrt{Dt})$. Write $c=c_0f(\eta)$. Since $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/(2\sqrt{Dt})$, the diffusion equation becomes

$$-\frac{\eta}{2t}f'=D\,\frac{f''}{4Dt}\quad\Rightarrow\quad f''=-2\eta f'.$$

Hence $f'=A e^{-\eta^2}$. The conditions $f(0)=0$ and $f(\infty)=1$ require $A\int_0^\infty e^{-\eta^2}{\rm d}\eta=A\sqrt\pi/2=1$, so $A=2/\sqrt\pi$ and $c=c_0\,{\rm erf}(\eta)$. The initial condition holds too, because $\eta\to\infty$ as $t\to0$ at fixed $x>0$. The flux is

$$J=Dc_0\,\frac{f'(0)}{2\sqrt{Dt}}=c_0\sqrt{\frac{D}{\pi t}}. \qquad (3)$$

It diverges at $t=0$, but its integral is finite:

$$\Gamma(t)=c_0\sqrt{\frac D\pi}\int_0^t\frac{{\rm d}s}{\sqrt s}=2c_0\sqrt{\frac{Dt}{\pi}}. \qquad (4)$$

Setting $\Gamma=\Gamma_m$ and squaring gives $\Gamma_m^2=4c_0^2Dt_{\rm fill}/\pi$, which is equation (1).

## Comparison of the two

In terms of $L$, the derivation gives $t_{\rm fill}=(\pi/4)L^2/D$. The linear profile has the correct dependence on every parameter and overestimates the time by the factor $4/\pi$, or 27% of the derived value. The reason is visible in the uptake: it gives $c_0\sqrt{Dt}$, where the true profile gives $(2/\sqrt\pi)c_0\sqrt{Dt}$, which is 13% more.

The time varies as $1/c_0^2$ because dilution acts twice. It thickens the slab that must supply the layer, and the diffusion time grows as the square of that thickness. Since $\Gamma\propto\sqrt t$, half coverage takes one quarter of the filling time.

## Numbers

The inputs are round, rough values. The concentration is

$$c_0=\frac{10^{-5}\times6.022\times10^{23}}{10^3\ {\rm cm^3}}=6.022\times10^{15}\ {\rm cm^{-3}}.$$

A footprint of 10 nm² is $10^{-13}$ cm², so $\Gamma_m=10^{13}$ cm⁻². Then

$$L=\frac{10^{13}}{6.022\times10^{15}}\ {\rm cm}=16.6\ {\rm µm},\qquad \frac{L^2}{D}=2.76\ {\rm s},$$

$$t_{\rm fill}=\frac\pi4\times2.76\ {\rm s}=2.17\ {\rm s}.$$

This is $8.95\times10^{16}$ atomic units of time. Half coverage is reached at 0.54 s. With $D$ and the footprint held fixed, the filling time is 217 s at 1 µmol/L and 0.022 s at 100 µmol/L.

The footprint matters as much as the concentration, since $\Gamma_m$ also enters squared. On a copper (111) face with lattice constant $a=0.36$ nm, each atom occupies $\sqrt3a^2/4$, so one footprint covers 178 atoms. Counting one polymer per copper atom would lengthen the time by $178^2\approx3.2\times10^4$.

The picture of a dilute continuum is consistent. For a viscosity $\eta_v=1.5$ mPa s at 298 K, the Stokes–Einstein relation gives a hydrodynamic radius $R=k_BT/(6\pi\eta_vD)=1.46$ nm. Spheres of this radius fill a fraction $8\times10^{-5}$ of the liquid. The mean spacing $c_0^{-1/3}=55$ nm is far smaller than $L$.

## Why slower capture cannot beat this time in still liquid

Suppose that the concentration at the surface is some function $c_s(t)\ge0$ instead of zero. The deficit $w=c_0-c$ obeys the diffusion equation and vanishes initially. With a hat for the Laplace transform in time and $p$ for its variable, $p\hat w=D\,\partial^2\hat w/\partial x^2$. The solution that decays into the liquid is

$$\hat w(x,p)=\left(\frac{c_0}{p}-\hat c_s\right)e^{-x\sqrt{p/D}}.$$

The flux to the copper is $J=-D\,\partial w/\partial x$ at $x=0$, so

$$\hat J=\sqrt{Dp}\left(\frac{c_0}{p}-\hat c_s\right),\qquad
\hat\Gamma=\frac{\hat J}{p}=\sqrt D\left(\frac{c_0}{p^{3/2}}-\frac{\hat c_s}{p^{1/2}}\right).$$

The inverse transforms of $p^{-3/2}$ and $p^{-1/2}$ are $2\sqrt{t/\pi}$ and $1/\sqrt{\pi t}$. A product of transforms becomes a convolution, and therefore

$$\Gamma(t)=2c_0\sqrt{\frac{Dt}{\pi}}-\sqrt{\frac D\pi}\int_0^t\frac{c_s(s)}{\sqrt{t-s}}\,{\rm d}s. \qquad (5)$$

The last term never increases the uptake. Equation (1) is thus a lower bound on the filling time for any capture law on a flat surface, as long as the liquid is still and initially uniform and the polymer moves by diffusion alone. Stirring removes this protection, and so does drift in the plating field if the polymer carries charge.

## When capture is slow

Let molecules be captured only on bare copper, with flux $kc_s(1-\theta)$, where $\theta=\Gamma/\Gamma_m$ and $k$ is a speed. Then

$$\frac{{\rm d}\theta}{{\rm d}t}=\frac{kc_s}{\Gamma_m}(1-\theta)
\quad\Rightarrow\quad 1-\theta=\exp\left[-\frac{k}{\Gamma_m}\int_0^tc_s\,{\rm d}s\right].$$

The bare fraction never reaches zero in a finite time, so a target such as 95% must replace "full". Without desorption $c_s\le c_0$, and the exponent is at most $kt/L$ in size. This gives a second lower bound,

$$t_{95}\ge\frac{L}{k}\ln20, \qquad (6)$$

beside the diffusion bound $0.95^2\,t_{\rm fill}=1.95$ s. The ratio $kL/D$ compares the capture speed with the diffusion speed $D/L$.

I take two assumed speeds and solve the diffusion equation with this surface law by finite volumes and implicit time steps. For $k=10^{-2}$ cm/s, $kL/D=16.6$. The coverage at $t_{\rm fill}$ is 85%, and 95% is reached at 3.0 s. For $k=10^{-3}$ cm/s, $kL/D=1.66$. The coverage at $t_{\rm fill}$ is 50%, and 95% takes 9.5 s. Bound (6) alone gives 0.50 s and 5.0 s in these cases. Both transport and capture therefore contribute to the slower case.

## When the liquid is stirred

A simple model of stirring keeps a stagnant film of thickness $\delta$ next to the copper and holds $c=c_0$ at its outer edge. Capture is again immediate. The steady profile is $c_0x/\delta$. The initial excess over it, $c_0(1-x/\delta)$, vanishes at the outer edge and can be expanded in sines. Its coefficients, in units of $c_0$, are

$$b_n=\frac2\delta\int_0^\delta\left(1-\frac x\delta\right)\sin\frac{n\pi x}{\delta}\,{\rm d}x=\frac{2}{n\pi},$$

where integration by parts leaves the boundary term $\delta/(n\pi)$ and a cosine integral that vanishes. Each sine decays at the rate $n^2\pi^2D/\delta^2$, so

$$c=c_0\left[\frac x\delta+\sum_{n=1}^\infty\frac{2}{n\pi}\sin\frac{n\pi x}{\delta}\,e^{-n^2\pi^2Dt/\delta^2}\right],$$

$$J=\frac{Dc_0}{\delta}\left[1+2\sum_{n=1}^\infty e^{-n^2\pi^2Dt/\delta^2}\right].$$

Integrating over time and using $\sum1/n^2=\pi^2/6$ gives

$$\Gamma=c_0\left[\frac{Dt}{\delta}+\frac\delta3-\frac{2\delta}{\pi^2}\sum_{n=1}^\infty\frac{e^{-n^2\pi^2Dt/\delta^2}}{n^2}\right]. \qquad (7)$$

Once the exponentials have died out, the filling time is

$$t\simeq\frac\delta D\left(L-\frac\delta3\right). \qquad (8)$$

For $L\gg\delta$ this becomes $L\delta/D$, which varies as $1/c_0$ instead of $1/c_0^2$. In the opposite limit, $\delta\gg L$, the layer fills before the outer edge is felt, and equation (1) returns.

Solving (7) for $\Gamma=\Gamma_m$ at 10 µmol/L gives 2.17 s for a film of 50 µm, 1.99 s for 20 µm and 1.33 s for 10 µm. Relative to still liquid, the last two times are shorter by 8% and 39%. For 10 µm, equation (8) already suffices: $(10/100)(16.61-3.33)$ s $=1.33$ s, with $D=100$ µm²/s.

At 1 µmol/L, $L$ is 166 µm. Even a film of 200 µm then shortens the time from 217 to 199 s. Extreme dilution makes the neglect of convection harder to justify.

## Desorption and growth of the copper

Let adsorbed molecules leave at a small rate $k_d$ and not return. To first order in $k_d$, the loss can be computed with the unperturbed coverage $\theta=\sqrt{t/t_{\rm fill}}$:

$$\frac{\Delta\Gamma}{\Gamma_m}=k_d\int_0^{t_{\rm fill}}\sqrt{\frac{t}{t_{\rm fill}}}\,{\rm d}t=\frac23k_dt_{\rm fill}.$$

A loss of 1% allows $k_dt_{\rm fill}=0.015$. If $k_d=\nu e^{-E/k_BT}$ with an assumed prefactor $\nu=10^{13}$ s⁻¹, the barrier must be at least

$$E=k_BT\ln\frac{\nu t_{\rm fill}}{0.015}=0.0257\ {\rm eV}\times34.9=0.90\ {\rm eV}.$$

This barrier belongs to the release of the whole molecule, and it is not a measured binding energy. It is also a worst case, because it assumes that released molecules never come back. In still liquid they stay near the copper and can be captured again. They reduce the uptake only through the surface concentration $c_s$ in (5), which vanishes when capture is immediate. With return and blocking, the same $k_dt_{\rm fill}=0.015$ lowers the coverage at $t_{\rm fill}$ by only about 0.2% for $k=10^{-2}$ cm/s, and by less for faster capture. A barrier of 0.90 eV is therefore sufficient for a loss below 1%, but not necessary.

Plating continues while the suppressor arrives. Each copper atom needs two electrons and occupies $a^3/4$, so a current density $j$ deposits a thickness $ja^3t/(8e)$. At 10 mA/cm² this is 7.9 nm during $t_{\rm fill}$. The depletion length $\sqrt{\pi Dt_{\rm fill}}$, at which the tangent to the profile at the surface reaches $c_0$, is 26 µm. On flat copper the motion of the surface is negligible for transport. Burial of polymer in the growing metal is a separate process that this model omits.

## Real baths and trenches

The parameters resemble poly(ethylene glycol) of a few thousand g/mol in an acid copper sulfate bath. The chosen 10 µmol/L lies at the dilute end; roughly 100 µmol/L is more typical. There the diffusion time is only 22 ms and $L$ is 1.66 µm. With $k=10^{-2}$ cm/s, bound (6) gives about 50 ms for 95% coverage, which exceeds the diffusion bound of 20 ms. Here $kL/D=1.66$, as in the slower case above, and $L^2/D$ is 100 times smaller, so 95% is reached at 95 ms. Capture and diffusion both contribute. Real baths also contain chloride, which takes part in forming the suppressing layer, and other additives that compete for the surface. Filling a polymer layer in this model is therefore not the same as reaching full suppression of the current.

A trench changes the area to be covered. Consider a trench of width $b$ and depth $h$. Per unit length, its liquid holds $c_0bh$ molecules, while its two side walls need $2h\Gamma_m$. The ratio is $b/(2L)$, or 0.30% for $b=100$ nm at 10 µmol/L. Nearly all the polymer must enter through the mouth.

For a wide, dense array, let $r$ be the true copper area divided by the projected area. Averaged parallel to the wafer, the concentration above the mouths obeys the same one-dimensional equation, so (5) limits the supply per projected area. The demand is $r\Gamma_m$, apart from the small amount already in the trenches. In still liquid the filling time is then at least about $r^2t_{\rm fill}$. For $r=3$ this is 19 s, with a depletion length near 80 µm. The 20 µm film that changed the flat result by 8% would then matter far more, and equation (1) should be replaced by a calculation that includes the flow. The bound also holds $r$ fixed. At 10 mA/cm² of projected area, about 70 nm of copper per projected area plates in 19 s, or about 24 nm on each face for $r=3$. This is not small against a 100 nm trench, so at this dilution the geometry changes while the layer forms, and $r^2t_{\rm fill}$ applies only to a trench whose shape stays fixed.
